The Helmholtz relation between work function and adsorbate dipoles, part 2

A layer of adsorbates changes the work function of a metal. The size of the change is set by the dipole per adsorbate, and the three models below show what this dipole contains and when the relation fails.

Hartree atomic units are used: the elementary charge e, the electron mass, ħ and 4πε₀ are all equal to one. The z axis points out of the metal into the vacuum. The electrostatic potential φ and the charge density ρ obey

∇²φ = −4πρ.  (1)

An electron has the electrostatic energy V = −φ. The work function is Φ = V_vac − E_F, where E_F is the Fermi level and V_vac is the energy of an electron at rest in the vacuum, at a height large compared with the lateral period and small compared with the width of the sample. The symbol Δ means "surface with adsorbates minus clean surface".

With one adsorbate per area A, the outward normal dipole of the complete, neutral change in charge density is

μ = ∫ z Δρ d³r, integrated over one lateral cell and all z.  (4)

For a thick metal, the Helmholtz relation is

ΔΦ = −4πμ/A.  (18)

The potential rises by 4πμ/A from metal to vacuum. In practical units, with μ in debye (D) and A in Å²,

ΔΦ/eV = −37.67 (μ/D)/(A/Å²).  (16)

One debye is 0.393430 e bohr, one hartree is 27.21139 eV, and one bohr is 0.529177 Å.

The relation rests on bulk pinning:

Δ(E_F − V_bulk) = 0.  (15)

Here V_bulk is V averaged over a bulk unit cell far below the surface. This requires a deep region that the surface leaves unaffected apart from a constant potential.

A laterally periodic charge is a sum of waves ρ_G(z) exp(i**G**·r), where **G** are the lateral reciprocal lattice vectors, G is their length and r is the position in the surface plane. For G ≠ 0 the potential has the coefficients

φ_G(z) = (2π/G) ∫ ρ_G(z′) exp(−G|z − z′|) dz′.  (19)

**Example 1: a metal that screens over a finite depth**

Let each adsorbate carry the charge q = 0.20 at the height d = 3.0 bohr, and let the missing 0.20 electron have gone into the metal. The adsorbates form a square lattice with spacing a = 12 bohr, so A = 144 bohr². No material is meant; the parameters are round numbers.

The metal is a uniform positive background filling z < 0, with electrons confined to the same region. Its density is given by r_s = 3.0 bohr, the radius of a sphere that holds one electron:

n₀ = 3/(4πr_s³) = 0.008842 bohr⁻³.

The electrons are treated in the Thomas–Fermi approximation. At each point they fill free-electron states up to the local kinetic energy u = E_F − V. With the local Fermi wave number k, u = k²/2 and n = k³/(3π²), so

n(u) = (2u)^(3/2)/(3π²).  (20)

In the neutral bulk n = n₀, which gives u₀ = 0.2046 hartree. Since V = −φ and E_F is constant, u″ = φ″. The adsorbate charge is now spread uniformly over its plane, so that u depends on z alone, and Poisson's equation becomes

u″ = 4π[n(u) − n₀ − ρ_ads] inside the metal, and u″ = −4πρ_ads outside.  (21)

Here ρ_ads is the plane-averaged adsorbate charge. For the discrete lattice, (21) is the exact plane average only to linear order in u − u₀, because the average of n(u) is not n of the average u; the small nonlinear correction found below belongs to the uniform sheet. Without adsorbates, u = u₀ everywhere solves (21). At the vacuum level Φ = V_vac − E_F = −u(vacuum), so

ΔΦ = −[u(vacuum) − u₀].  (22)

The clean work function of this model would be −u₀, a negative number without physical meaning, because the force that confines the electrons is not counted and exchange and correlation are left out. Only the change is used.

*How deep the added electrons sit.* For a small change δ = u − u₀, equation (20) gives n − n₀ ≈ (3n₀/2u₀)δ. Equation (21) then reads δ″ = δ/λ², with

λ² = u₀/(6πn₀), so λ = 1.108 bohr.  (23)

The solution that vanishes in the bulk is proportional to exp(z/λ), and so is the added electron density. Its mean position is

∫ z exp(z/λ) dz / ∫ exp(z/λ) dz = −λ²/λ = −λ,

with both integrals taken from −∞ to 0. To linear order the added electrons are centred one screening length inside the metal.

For the full equation (21), the metal film was made 20 bohr thick, with 6 bohr of vacuum above it. The adsorbate charge was spread in z as a Gaussian with a standard deviation of 0.4 bohr. The equation was solved by finite differences on cells of 0.02 bohr with Newton's method. The slope of u was set to zero at both outer ends, while the value of u in the metal was left free. The mean position of the added electrons came out as −1.0996 bohr.

This is slightly shallower than −λ, and the next order explains it. Let δ(0) and δ′(0) be the change and its slope at the surface plane, and σ = q/A the added number of electrons per area. Integrating δ″ = 4π(n − n₀) once gives δ′(0) = 4πσ. Integrating by parts gives δ(0) = −4π∫z(n − n₀)dz = 4πσs, where s is the mean depth. Hence s = δ(0)/δ′(0). To find this ratio, multiply δ″ = 4π(n − n₀) by δ′ and integrate from the bulk, where δ and δ′ vanish:

δ′²/2 = 4π ∫ (n − n₀) dδ.

With x = δ/u₀, expand n − n₀ = n₀[(1 + x)^(3/2) − 1] ≈ n₀(3x/2 + 3x²/8). The integral over δ is n₀u₀(3x²/4 + x³/8), so

δ′² = 6πn₀u₀x²(1 + x/6) = (δ²/λ²)(1 + x/6).

The square root gives δ′ ≈ (δ/λ)(1 + x/12), and therefore

s ≈ λ(1 − x/12), with x taken at the surface.  (24)

To leading order x = 4πσλ/u₀ = 0.0193/0.2046 = 0.095, so s is about 0.8 percent smaller than λ, or 1.099 bohr. The extra electrons raise the density near the surface, and a denser electron gas screens over a shorter distance.

*The dipole and the work function.* The positive charge sits at +3.0 bohr and the added electrons at −1.0996 bohr on average:

μ = 0.20 × 3.0 + (−0.20) × (−1.0996) = 0.820 e bohr = 2.084 D.

The relation (18) gives

ΔΦ = −4π × 0.820/144 = −0.0716 hartree = −1.95 eV.

In practical units the area is 40.32 Å², and −37.67 × 2.084/40.32 = −1.95 eV. Taken directly from the vacuum level and the Fermi level through (22), the numerical solution gives −0.071552 hartree, the same as the value from the dipole to all the digits written here.

Had one counted the charge times its height above the metal edge, 0.60 e bohr, the result would have been −0.0524 hartree or −1.42 eV. That is 27 percent too small in magnitude, relative to the full result of the model. The difference is the part of the dipole that lies inside the metal. Neither the position of the added electrons nor the sign of this error should be carried over to a real metal, because both depend on the hard confinement assumed here. Where electrons can spill into the vacuum, as at the surface of a simple metal, the added electrons can be centred outside the edge of the positive background, and the charge times its height then overestimates the dipole. What does carry over is the need to include them.

**When the metal is too thin**

Let the film have thickness L and its back face at z = −L. Split the change in (22) at the back face:

ΔΦ = −[u(vacuum) − u(−L)] − [u(−L) − u₀].

The first bracket is the potential step across the whole film and layer, 4πμ/A. Hence, in this model,

ΔΦ = −4πμ/A − δ(−L).  (25)

The last term is the failure of bulk pinning. To linear order, the solution with zero slope at the back is δ = C cosh[(z + L)/λ]. Its slope at z = 0 must be 4πσ, so (C/λ) sinh(L/λ) = 4πσ and

δ(−L) = C = 4πσλ/sinh(L/λ).  (26)

For L much larger than λ this falls as exp(−L/λ). In the 20 bohr film the numerical value is 5.5 × 10⁻¹⁰ hartree, which is negligible. For a film only 1 bohr thick, (26) gives 0.0188 hartree, and the numerical solution of the full equation gives 0.0183 hartree. There the dipole alone would predict ΔΦ = −0.0605 hartree, while the Fermi level gives −0.0788 hartree. The two differ by 30 percent of the dipole value.

The physical reason is that the donated electrons have nowhere to go without filling the whole film. They raise the Fermi level relative to the potential even at the back face, and this lowers the work function in addition to the dipole step. A film of 1 bohr is not a realistic metal, and Thomas–Fermi theory omits the discrete levels of thin films. The exponential decay in (26) and the positive sign of the shift belong to this approximation. In a Kohn–Sham jellium film with the same r_s and σ, the shift of the Fermi level against the back side changes sign as L varies and is still between a few 10⁻⁴ and a few 10⁻³ hartree for L from 10 to 40 bohr. A computed slab therefore has to be tested for thickness. The example isolates the one assumption that has failed.

**Example 2: an ideal conductor and the factor of two**

Let λ go to zero. The screening charge, −q per cell, then lies in the plane z = 0 and contributes nothing to ∫zρ. The dipole is μ = qd, and the potential step is 4πqd/A.

The method of images seems to give twice as much. It replaces the conductor by charges −q at z = −d, so that each charge and its image have the dipole 2qd. The step across this fictitious double layer, from far below to far above, is indeed 8πqd/A. But the image picture describes the real potential only for z > 0. The two layers are mirror images with opposite charges, so the potential is zero at z = 0 and takes opposite values at equal distances above and below. Half of the total step lies above the plane, which is 4πqd/A again. One may use the real charges with the full step or the image charges with half of it; mixing the two gives a wrong factor of two.

For q = 0.20, d = 3.0 bohr and A = 144 bohr², the step is 0.05236 hartree per unit charge. Adding the Coulomb potentials of 2001 × 2001 charges and their images at z = 18 bohr, and averaging over a point above a charge and a point above the centre of four charges, gives 0.05229. The small deficit comes from the missing charges outside the finite square. To estimate it, treat each pair as a dipole 2qd, which contributes 2qdz/r³ at a large lateral distance r. Outside a square of half-width W,

∫ d²r/r³ = 8 ∫ dθ ∫ dr/r² = (8/W) ∫ cos θ dθ = 4√2/W.  (27)

The square has been cut into eight equal sectors with θ from 0 to π/4, and in each of them r starts at W/cos θ. The missing potential is (2qdz/A)(4√2/W). Divided by 4πqd/A, it is the fraction 2√2z/(πW). With z = 18 bohr and W = 1000.5 × 12 = 12006 bohr this is 0.13 percent, which accounts for the deficit.

*The lateral ripple.* The same lattice shows how soon the surface looks uniform. For one charge at the lateral origin of each cell, ρ_G = (q/A)δ(z − d), and the image contributes −(q/A)δ(z + d). For z > d, equation (19) gives

φ_G = (2πq/AG)[exp(−G(z − d)) − exp(−G(z + d))] = (2πq/AG) 2 sinh(Gd) exp(−Gz).

The reciprocal vectors are (2π/a)(m, n) with integers m and n. Moving from above a charge to above the centre of four charges, a lateral shift of (a/2, a/2), changes the cosine of each wave from 1 to cos[π(m + n)]. The difference is 2 if m + n is odd and 0 if it is even. The four shortest vectors, with G = 2π/a, all have m + n odd, so to leading order

φ(top) − φ(hollow) = 8 (2πq/AG) 2 sinh(Gd) exp(−Gz).  (28)

At z = 18 bohr this is 4.95 × 10⁻⁵ hartree per unit charge, and the explicit sum gives the same to these digits. The ripple is about 0.1 percent of the step, at a height of one and a half lattice spacings. If the adsorbates gather in islands that repeat with a much longer period P, the slowest component decays as exp(−2πz/P). An electron then has to go much farther out before it sees a common vacuum level.

**Example 3: the dipole depends on coverage**

Equation (18) looks linear in the number of adsorbates per area, N = 1/A. It is linear if μ stays fixed, and in general it does not. The following model shows why.

**Proposition.** Let point dipoles with the free moment μ₀ and the normal polarizability α form a square lattice of spacing a, held in vacuum at least one spacing above an ideal conductor. Then, up to exponentially small image fields,

μ = μ₀/(1 + αS), with S = 9.034/a³.  (29)

Proof. A normal dipole μ has the potential μz/(R² + z²)^(3/2) at lateral distance R. The field is minus its z derivative, which at z = 0 is −μ/R³. Each dipole therefore feels from its neighbours a field that opposes it:

E = −μS, with S = Σ 1/R³ over all other sites.

The sum was evaluated directly for the sites in a square of half-width 1000.5a, and the tail (27) was added; this gives a³S = 9.034. The induced dipole is αE, so

μ = μ₀ + αE = μ₀ − αSμ.

Collecting the terms with μ gives μ(1 + αS) = μ₀, which is (29).

The conductor adds image dipoles at the distance 2h, where h ≥ a is the height of the layer. Below or above a complete periodic layer the plane-averaged field is zero, and (19) leaves components that decay exponentially. For point dipoles, the limit of two close opposite charges turns (19) into φ_G = (2πμ/A) exp(−Gz), with z measured from the layer, and the normal field is G times this. The four shortest vectors together give

4 (2π/a)(2πμ/a²) exp(−4πh/a) = (16π²μ/a³) exp(−4πh/a).

At h = a this is 0.0006 μ/a³, compared with 9.034 μ/a³ from the neighbours in the layer. ∎

The conductor's own surface charge is neutral in each cell and lies in one plane, so it has no normal dipole. The μ of (29) is therefore the complete dipole that belongs in (18).

Take μ₀ = 0.50 e bohr and α = 50 bohr³. At a = 12 bohr,

αS = 50 × 9.034/1728 = 0.261, μ = 0.50/1.261 = 0.396 e bohr,

and ΔΦ = −4π × 0.396/144 hartree = −0.94 eV. The free dipole would have given −1.19 eV. The same steps at other spacings give:

a = 20 bohr: μ = 0.473 e bohr, ΔΦ = −0.40 eV; with the free dipole, −0.43 eV.

a = 9 bohr: μ = 0.309 e bohr, ΔΦ = −1.30 eV; with the free dipole, −2.11 eV.

From a = 20 to a = 9 bohr the number of dipoles per area grows by a factor of 4.9, while the work-function change grows by a factor of 3.2. The Helmholtz relation holds at every spacing; what changes is the dipole put into it. These numbers require h ≥ a, up to 20 bohr here. Adsorbed molecules lie only a few bohr above the metal, and there the image fields are not small: a dipole's own image adds the field μ/(4h³) along it. At h = 4 bohr the dipole at a = 20 bohr is 0.56 e bohr, larger than μ₀, and (29) does not apply.

The model even predicts a turning point. Since S is proportional to N^(3/2), write αS = y with y = bN^(3/2), where b is a constant. The magnitude of ΔΦ is proportional to N/(1 + y). Because dy/dN = 3y/(2N), the derivative of this quotient has the numerator

(1 + y) − N · 3y/(2N) = 1 − y/2.

It vanishes at αS = 2. Up to that coverage each added dipole still increases the total effect; beyond it, the loss in all the others outweighs the gain. For the present α this happens at a³ = 50 × 9.034/2 bohr³, or a = 6.1 bohr. At such a spacing the molecules cannot be treated as points. A conducting sphere of radius R has α = R³, here a diameter of 7.4 bohr, and such spheres touch at αS = 9.034/8 = 1.13, before the turning point is reached. Once the charge clouds overlap, (29) no longer applies, so for compact particles the turning point lies outside the range of the model. The relation (18) does not share this limitation, because it uses the complete charge change and makes no assumption about its shape.
